\section*{Phonon-assisted absorption with frozen and with quantum nuclei}

\section*{The problem}

An undoped crystal has its valence maximum $v$ and conduction minimum $c$ at different crystal momenta. Light alone cannot join them; a phonon must supply the momentum. The Williams--Lax method computes the absorption at fixed nuclei and averages it over the thermal distribution of nuclear positions. We compare it with a calculation in which the phonons are quantized.

Let $m$ be a higher conduction level at the momentum of $v$, and $u$ a lower valence level at the momentum of $c$. In the ground state $|G\rangle$, $u$ and $v$ are filled. With real couplings, the light operator $P$ and the phonon coupling $V$ are
\begin{align}
P&=p_1(c_m^\dagger c_v+\text{h.c.})+p_2(c_c^\dagger c_u+\text{h.c.}),\\
V&=x\,[\,g_1(c_c^\dagger c_m+\text{h.c.})+g_2(c_u^\dagger c_v+\text{h.c.})\,],\qquad x=a+a^\dagger .
\end{align}
The mode is harmonic with energy $\Omega$ and mean occupation $n=1/(e^{\Omega/k_BT}-1)$. The zero-point length is absorbed in $g_1,g_2$. Energies are in eV and $\hbar=1$. We write $D_1=\varepsilon_m-\varepsilon_c$, $D_2=\varepsilon_v-\varepsilon_u$, $E_g=\varepsilon_c-\varepsilon_v$, and $E=\omega-E_g$ for the photon energy measured from the gap. Coupling is weak, and $\Omega\ll D_1,D_2$.

\section*{(a) Frozen nuclei}

\textit{Find the absorption weight of the indirect transition at fixed $x$, to lowest order in the coupling, and average it thermally.}

\paragraph{Solution.} The final state is $|F\rangle=c_c^\dagger c_v|G\rangle$. Light reaches two other states,
\begin{equation}
P|G\rangle=p_1|A\rangle+p_2|B\rangle,\quad |A\rangle=c_m^\dagger c_v|G\rangle,\quad |B\rangle=c_c^\dagger c_u|G\rangle .
\end{equation}
The coupling leaves the ground state alone, $V|G\rangle=0$, because $m,c$ are both empty and $u,v$ both filled. It does link $A$ and $B$ to $F$. Clearly $\langle F|V|A\rangle=g_1x$. For $B$ the order of the operators matters:
\begin{equation}
c_u^\dagger c_v c_c^\dagger c_u|G\rangle=c_c^\dagger c_u^\dagger c_v c_u|G\rangle=-c_c^\dagger c_u^\dagger c_u c_v|G\rangle=-|F\rangle ,
\end{equation}
so $\langle F|V|B\rangle=-g_2x$. The energy differences are $E_F-E_A=-D_1$ and $E_F-E_B=\varepsilon_u-\varepsilon_v=-D_2$. First-order perturbation theory gives
\begin{equation}
|F(x)\rangle=|F\rangle-\frac{g_1x}{D_1}|A\rangle+\frac{g_2x}{D_2}|B\rangle ,
\end{equation}
and therefore
\begin{equation}
\langle F(x)|P|G\rangle=x\,S(0),\qquad S(0)=-\frac{p_1g_1}{D_1}+\frac{p_2g_2}{D_2}.
\end{equation}
The second term is what one electron would give by scattering from $v$ into $u$ and then absorbing light. That path is forbidden because $u$ is filled. Instead, light first lifts the electron of $u$, and the electron of $v$ then fills the hole; the exchange sign makes the amplitude the same.

Thermal averaging needs $\langle x^2\rangle=\langle aa^\dagger+a^\dagger a\rangle=(n+1)+n$. Hence
\begin{equation}
I_{\rm fr}(E)=(2n+1)\,S(0)^2\,\delta(E).\label{fr}
\end{equation}
For several independent modes the cross averages $\langle x_\nu x_\mu\rangle$ vanish, so each mode adds its own weight $2n_\nu+1$. For a running wave, $x_q=a_q+a_{-q}^\dagger$ gives the same factor, since $\langle x_qx_q^\dagger\rangle=n_q+1+n_{-q}$ and $n_q=n_{-q}$.

\section*{(b) Quantized phonons}

\textit{Repeat the calculation with phonon number states. When do the total weights agree?}

\paragraph{Solution.} The initial state $|G,N\rangle$ is unperturbed. When a phonon is emitted, the final state $|F,N+1\rangle$ mixes with $|A,N\rangle$ and $|B,N\rangle$. Both matrix elements carry $\sqrt{N+1}$, and the extra phonon changes the energy differences to $-D_1+\Omega$ and $-D_2+\Omega$. For absorption, the factor is $\sqrt N$ and $\Omega$ changes sign. With
\begin{equation}
S(w)=-\frac{p_1g_1}{D_1-w}+\frac{p_2g_2}{D_2-w},
\end{equation}
the squared amplitudes are $(N+1)S(\Omega)^2$ and $N\,S(-\Omega)^2$. Energy conservation requires $\omega=E_g+\Omega$ for emission and $\omega=E_g-\Omega$ for absorption. The thermal average is
\begin{equation}
I(E)=n\,S(-\Omega)^2\,\delta(E+\Omega)+(n+1)\,S(\Omega)^2\,\delta(E-\Omega).\label{qu}
\end{equation}
If $\Omega$ is dropped in the denominators, the two weights add to $(2n+1)S(0)^2$, the frozen weight. The frozen spectrum puts all of it at $E=0$, where (\ref{qu}) has none.

The agreement of weights is approximate. With $\eta=S'(0)/S(0)$ and $S(\pm\Omega)^2\simeq S(0)^2(1\pm2\eta\Omega)$,
\begin{equation}
\frac{n(1-2\eta\Omega)+(n+1)(1+2\eta\Omega)}{2n+1}=1+\frac{2\eta\Omega}{2n+1}.
\end{equation}
Take $D_1=2.28$, $D_2=2.90$ and $\Omega=0.060$ eV, with $g_1=4$ and $g_2=3$ meV, $p_1=1$ and $p_2=0.6$. Then $\eta=0.49$ eV$^{-1}$. At 300 K, $n=0.109$, and the formula gives an excess of 4.8\% over the frozen weight. Diagonalization of the electron-phonon Hamiltonian gives line weights 0.103 and 1.177 in units of $S(0)^2$, against 1.218 for frozen nuclei: an excess of 5.1\%. The difference between 4.8\% and 5.1\% has the size of the omitted terms in $\Omega^2$.

\section*{(c) Why the lines merge}

\textit{Trace the merging to one approximation, and decide whether heating removes it.}

\paragraph{Solution.} Set $S(\pm\Omega)\to S(0)$. The quantum spectrum is then
\begin{equation}
I(E)=S(0)^2\sum_{N,N'}\rho_N|\langle N'|x|N\rangle|^2\,\delta(E-E_{N'}+E_N),
\end{equation}
where $\rho_N$ is the Boltzmann weight. Write the delta function as $\int\frac{dt}{2\pi}e^{i(E-E_{N'}+E_N)t}$ and absorb the phonon phases in $x(t)=e^{iHt}xe^{-iHt}=ae^{-i\Omega t}+a^\dagger e^{i\Omega t}$, with $H$ the phonon Hamiltonian. The sum over $N'$ is then complete:
\begin{align}
I(E)&=S(0)^2\int\frac{dt}{2\pi}\,e^{iEt}\langle x(t)x(0)\rangle,\\
\langle x(t)x(0)\rangle&=(n+1)e^{-i\Omega t}+n\,e^{i\Omega t}.
\end{align}
The two exponentials are the two lines. Frozen nuclei correspond to replacing $x(t)$ by $x(0)$. The correlation function becomes the constant $2n+1$, whose transform is one line at $E=0$. The value at $t=0$ fixes the total weight, so the weight survives; the time dependence holds the energy exchanged with the lattice, and that is lost. The replacement is harmless when only times $t\ll1/\Omega$ matter, that is, for a spectrum viewed with a resolution much coarser than $\Omega$.

The first two moments of the quantum spectrum are
\begin{equation}
\langle E\rangle=\frac{(n+1)\Omega-n\Omega}{2n+1}=\frac{\Omega}{2n+1},\qquad
\langle E^2\rangle=\Omega^2 .
\end{equation}
Heating moves the centroid towards the merged line: for $\Omega=60$ meV it lies 49 meV above that line at 300 K and 22 meV at 900 K. The mean square distance from the merged line stays at $\Omega^2$. The lines become more equal in weight but remain $2\Omega$ apart.

\section*{(d) The thermal band edge}

\textit{The fixed-nuclei gap itself depends on $x$. Does this dependence split or blur the merged threshold?}

\paragraph{Solution.} Second-order perturbation theory for $F$, with $G$ unshifted, gives
\begin{equation}
E_F(x)-E_G=E_g-a_2x^2,\qquad a_2=\frac{g_1^2}{D_1}+\frac{g_2^2}{D_2},
\end{equation}
so the mean gap moves by $-a_2(2n+1)$. For the couplings of part (b), $a_2=10.1\ \mu$eV and the shift at 300 K is $-12.3\ \mu$eV.

A crystal has many modes. Suppose that mode $j$ couples the edge to its own distant level at distance $D_j$, so that the shift is $-\sum_jb_jx_j^2$ with $b_j=g_j^2/D_j$. Its spread requires $\langle x^4\rangle$. From
\begin{equation}
x^2|N\rangle=\sqrt{N(N-1)}|N-2\rangle+(2N+1)|N\rangle+\sqrt{(N+1)(N+2)}|N+2\rangle
\end{equation}
the squared norm is $\langle N|x^4|N\rangle=6N^2+6N+3$. Boltzmann weights are geometric, which gives $\langle N(N-1)\rangle=2n^2$ and $\langle N^2\rangle=2n^2+n$. Thus $\langle x^4\rangle=12n^2+12n+3=3(2n+1)^2$, and the variance of $x^2$ is $2(2n+1)^2$. For modes of equal $\Omega$,
\begin{equation}
\text{shift}=-(2n+1)\sum_jb_j,\qquad \text{spread}=(2n+1)\Big(2\sum_jb_j^2\Big)^{1/2}.
\end{equation}
Let $g_{\rm tot}^2=\sum_jg_j^2$ be fixed and shared equally by $M$ modes with comparable $D_j$. Then $b_j\sim1/M$: the shift stays and the spread falls as $M^{-1/2}$. Sampling with $g_{\rm tot}=0.15$ eV and $D_j$ spaced evenly from 2 to 3 eV at 300 K gives a shift of about $-11$ meV for both 10 and 90 modes, with a spread of about 5 meV for 10 modes and 1.7 meV for 90 (1500 samples give 4.9 meV for 10 modes; larger samples move this to 5.0 meV). In this model, with many modes, the frozen threshold is therefore displaced by temperature but neither split nor appreciably blurred. The narrowing depends on each mode having its own level: if all modes shared one level, the spread would not fall with $M$. Mixing among nearly degenerate states of the same band is left out. So is the coupling quadratic in the displacement (the Debye--Waller term), which in a real crystal enters the shift at the same order. From here on, $E_g$ denotes the shifted gap.

The term $-a_2x^2$ also softens the phonon of a single-mode model in the excited state. It mixes $|F,N-1\rangle$ and $|F,N+1\rangle$, which lie $2\Omega$ apart, with coefficients $\pm a_2\sqrt{N(N+1)}/2\Omega$. The absorption amplitude changes from $\sqrt N$ to $\sqrt N[1+a_2(N+1)/2\Omega]$, and the emission amplitude from $\sqrt{N+1}$ to $\sqrt{N+1}[1-a_2N/2\Omega]$. Squaring, and using $\langle N(N+1)\rangle=2n(n+1)$, we find weights $n[1+2a_2(n+1)/\Omega]$ and $(n+1)[1-2a_2n/\Omega]$. The changes cancel in the sum, which stays $2n+1$ at this order. The relative changes differ by $2a_2(2n+1)/\Omega=4.1\times10^{-4}$ at 300 K; diagonalization gives $4.3\times10^{-4}$. There both lines lie a further $2$ to $4\times10^{-5}$ lower in relative weight, from terms left out here, and the sum falls by about $5\times10^{-5}$.

\section*{(e) Parabolic bands}

\textit{Replace the two levels by parabolic bands with constant amplitude. Where do the two spectra differ, and in which limit do they agree?}

\paragraph{Solution.} Since the phonon supplies any momentum needed, electron and hole energies are independent, and each has a density of states proportional to the square root of its energy. With $e=E\sin^2y$,
\begin{equation}
\int_0^E\!\sqrt{e(E-e)}\,de=2E^2\!\int_0^{\pi/2}\!\sin^2y\cos^2y\,dy=\frac{E^2}{2}\int_0^{\pi/2}\!\sin^22y\,dy=\frac{\pi E^2}{8}.
\end{equation}
Let $[z]_+$ mean $z$ for $z>0$ and zero otherwise, and let $A$ collect the constants. Per mode,
\begin{align}
\alpha(E)&=A\{n[E+\Omega]_+^2+(n+1)[E-\Omega]_+^2\},\\
\alpha_{\rm fr}(E)&=A(2n+1)[E]_+^2 .
\end{align}

For $-\Omega<E\le0$ the frozen spectrum vanishes, while absorption of phonons gives $An(E+\Omega)^2$. As $T\to0$ this tail disappears and the true threshold is $E_g+\Omega$; the frozen one remains at $E_g$, too low by $\Omega$.

For $E>\Omega$, expanding the squares gives
\begin{equation}
\alpha-\alpha_{\rm fr}=A[(2n+1)\Omega^2-2E\Omega],\qquad
\frac{\alpha}{\alpha_{\rm fr}}=1+\frac{\Omega^2}{E^2}-\frac{2\Omega}{(2n+1)E}.\label{ratio}
\end{equation}
The ratio tends to one for $E\gg\Omega$. Within the limits of constant amplitude and parabolic bands, this is where the frozen calculation can be trusted. The approach is slow, however: for $\Omega=60$ meV at 300 K the ratio in the range $E>\Omega$ climbs to 0.9 only near $E=0.95$ eV, where the bands of a real crystal are generally no longer parabolic. Heating at fixed $E$ is not a substitute: the last term vanishes, but $\Omega^2/E^2$ remains. At $E=2\Omega$ the ratio is $\frac54-1/(2n+1)$. For $\Omega=60$ meV it is 0.25 at 100 K, 0.43 at 300 K and 0.92 at 1000 K. It passes one at $n=3/2$ and tends to 1.25.

For $0<E<\Omega$ the emission term is absent, and the spectra cross where $\sqrt n\,(E+\Omega)=\sqrt{2n+1}\,E$:
\begin{equation}
E_\times=\frac{\sqrt n\,\Omega}{\sqrt{2n+1}-\sqrt n}.
\end{equation}
This lies below $\Omega$ if $4n<2n+1$, that is, $n<1/2$. At 300 K and $\Omega=60$ meV it is 25.6 meV. Below this energy the frozen spectrum is too weak; above it, too strong.

\section*{(f) An example in the regime of silicon}

\textit{Take $E_g=1.12$ eV at 300 K, a transverse optical (TO) mode of 60 meV with $A=2500$ cm$^{-1}$eV$^{-2}$, and a transverse acoustic (TA) mode of 20 meV with $A=250$ cm$^{-1}$eV$^{-2}$. Compare the spectra near 1064 nm and judge what the model omits.}

\paragraph{Solution.} The occupations are 0.109 (TO) and 0.856 (TA). The frozen threshold lies at 1107 nm. The quantum thresholds lie at 1170 and 1051 nm for TO absorption and emission, and at 1127 and 1088 nm for TA.

At 1064 nm, $E=45.3$ meV. TO emission is closed, and the other three processes give
\begin{align}
\alpha&\simeq2500(0.109)(0.1053)^2+250[0.856(0.0653)^2+1.856(0.0253)^2]\nonumber\\
&\simeq3.0+0.9+0.3=4.2\ \text{cm}^{-1},\\
\alpha_{\rm fr}&\simeq[2500(1.218)+250(2.713)](0.0453)^2\simeq7.6\ \text{cm}^{-1}.
\end{align}
Other wavelengths show both signs of the error:
\begin{center}
\begin{tabular}{rrrr}
nm & $E$ (meV) & $\alpha$ (cm$^{-1}$) & $\alpha_{\rm fr}$ (cm$^{-1}$)\\
1120 & $-13$ & 0.61 & 0\\
1100 & 7 & 1.4 & 0.19\\
1064 & 45 & 4.2 & 7.6\\
1000 & 120 & 28 & 53
\end{tabular}
\end{center}

The gap and phonon energies are roughly those of silicon; the strengths are chosen, and the other phonon branches are lumped into two modes. Real silicon absorbs very roughly 10 cm$^{-1}$ at 1064 nm and room temperature, so the scale is reasonable, but it is not a prediction. The largest of the omissions estimated here is the attraction between electron and hole. For hydrogen-like pairs of binding energy $R$, attraction replaces the relative-motion density $\sqrt e$ by $2\pi\sqrt R/(1-e^{-2\pi\sqrt{R/e}})$ and adds bound states of weight $4\pi R^{3/2}/k^3$ at $-R/k^2$, $k=1,2,\dots$; the centre of mass still contributes a square root. A reduced mass of the pair of 0.15 electron masses and a permittivity of 11.7 give $R=15$ meV. At fixed $A$ and 1064 nm, $\alpha$ then rises roughly 9-fold and $\alpha_{\rm fr}$ 14-fold, so $A$ would have to be refitted. The first factor is sensitive to $R$, because the lowered threshold for TO emission falls almost exactly at 1064 nm. The ratio $\alpha/\alpha_{\rm fr}$ falls from 0.55 to 0.35: attraction makes the frozen error larger here. It also lowers every threshold by $R$.

The other omissions estimated here are smaller. If a phonon-induced gap shift of roughly 0.1 eV, zero-point motion included, came entirely from levels at the distance $D_1$, the multiphonon mixing would be about 4\%. Nearer levels, or shifts of opposite sign that partly cancel, would make it larger. An electron mobility of 1400 cm$^2$/Vs with a mass of 0.26 electron masses implies a lifetime broadening near 3 meV for the electron, well below the splittings of 120 and 40 meV; the hole adds its own broadening, which is not estimated here. The inverse photon energy in the absorption coefficient, taken as constant, varies by 16\% between 1000 and 1160 nm. Operating temperature matters more than these smaller omissions: at 350 K, with a gap slope of roughly $-0.3$ meV/K and $A$ fixed, $\alpha$ at 1064 nm doubles to 8.3 cm$^{-1}$. Further values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
FOUR-LEVEL MODEL, one mode of 60 meV
levels u,v,c,m: -2.90 0.00 1.12 3.40 eV
g1=4.0 meV g2=3.0 meV p1=1.0 p2=0.6 (relative)
S(0)=-1.13370e-03  S(+W)=-1.16800e-03  S(-W)=-1.10129e-03
eta = 0.4899 1/eV
T=300 K: n=0.1089, <x^2>=2n+1=1.2177
  quantum weights/S(0)^2: absorb 0.1028, emit 1.1769
  frozen weight/S(0)^2: 1.2177; quantum excess 5.09 %
  first-order excess 2*eta*W/(2n+1): 4.83 %
  softening, absorb minus emit: 4.32e-4, formula 4.11e-4
  centroid above merged line 49.27 meV
  frozen gap shift -12.32 micro-eV
T=900 K: n=0.8564, <x^2>=2n+1=2.7129
  quantum weights/S(0)^2: absorb 0.8086, emit 1.9697
  frozen weight/S(0)^2: 2.7126; quantum excess 2.42 %
  first-order excess 2*eta*W/(2n+1): 2.17 %
  softening, absorb minus emit: 9.38e-4, formula 9.15e-4
  centroid above merged line 22.12 meV
  frozen gap shift -27.46 micro-eV
MANY MODES, total coupling 0.15 eV, 300 K
  N=10: edge shift -10.98 meV, spread 4.86 meV
  N=90: edge shift -11.06 meV, spread 1.68 meV
SILICON-LIKE EXAMPLE, 300 K, rough round parameters
gap 1.12 eV = 1107.0 nm
TO: W=60 meV, A=2500 1/(cm eV^2), n=0.1089
  thresholds: absorb 1169.7 nm, emit 1050.7 nm
TA: W=20 meV, A=250 1/(cm eV^2), n=0.8564
  thresholds: absorb 1127.1 nm, emit 1087.6 nm
wavelength nm | E meV | quantum 1/cm | frozen 1/cm
  1160 | -51.2 | 0.021 | 0.000
  1120 | -13.0 | 0.612 | 0.000
  1100 | 7.1 | 1.384 | 0.189
  1064 | 45.3 | 4.224 | 7.627
  1000 | 119.8 | 27.544 | 53.464
TO only: spectra cross at E = 25.59 meV
TO only, quantum/frozen ratio at E = 120 meV:
  100 K: 0.2519
  300 K: 0.4288
  1000 K: 0.9153
  formal high-T limit (1e5 K): 1.2465
NEGLECTED EFFECTS (rough inputs)
pair mass 0.15 m_e, permittivity 11.7: R=14.9 meV
attraction at 1064 nm: quantum x9.19, frozen x14.39
quantum/frozen at 1064 nm: free 0.554, attracted 0.354
multiphonon mixing: 0.10 eV shift / 2.28 eV = 4.4 %
mobility 1400 cm2/Vs, mass 0.26 m_e: tau=0.207 ps
lifetime broadening hbar/tau = 3.18 meV
1/photon-energy prefactor, 1000 to 1160 nm: 16 % change
350 K, gap slope -0.3 meV/K: quantum 8.278 1/cm at 1064 nm
\end{verbatim}
